# Donor Levels in Silicon from a Stretched Basis, and Ionization Energies

Cold silicon with a little phosphorus absorbs far-infrared light in sharp lines. Two of them lie near 34 and 39 meV. With arsenic they lie near 42 and 47 meV, with antimony near 31 and 36 meV. These are rough values, rounded to 1 meV. The pair moves from donor to donor while its separation stays near 5 meV. Each line lifts the donor electron from its ground state, 1s, to a bound excited state, 2p0 or 2p±, so neither line energy is the ionization energy. The missing piece is the binding of the excited state, and this has to be calculated.

## Why a hydrogen atom with one mass is not enough

Take one conduction-band valley with transverse mass $m_t$ along $x,y$ and longitudinal mass $m_l$ along $z$. The donor is a fixed charge screened by a static dielectric constant $\varepsilon$. In the effective-mass approximation the envelope function obeys

$$H=-\frac{\hbar^2}{2m_t}(\partial_x^2+\partial_y^2)-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.$$

Measure lengths in $a^*=4\pi\varepsilon_0\varepsilon\hbar^2/(m_te^2)$ and energies in $R^*=\hbar^2/(2m_ta^{*2})$. Then $e^2/(4\pi\varepsilon_0\varepsilon a^*)=\hbar^2/(m_ta^{*2})=2R^*$, and

$$H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac2r,\qquad \gamma=\frac{m_t}{m_l}.$$

For silicon I use rough typical inputs: $m_t=0.19$ and $m_l=0.92$ electron masses, and $\varepsilon=11.4$, suited to low temperature. They give $\gamma=0.2065$, $a^*=3.175$ nm and $R^*=\mathrm{Ry}\,(m_t/m_e)/\varepsilon^2=19.89$ meV.

Replacing the two masses by one average makes the problem hydrogenic, and all 2p states then have the same energy. The model would show one line where there are two. The anisotropy must be kept.

It leaves two symmetries. $H$ commutes with rotations about $z$ and with inversion, so $m$ and parity $(-1)^l$ are conserved, while $l$ is not. There are separate problems for each pair:

- even $l$, $m=0$: the lowest state is 1s;
- odd $l$, $m=0$: the lowest state is 2p0;
- odd $l$, $|m|=1$: the lowest states are 2p±.

Each wanted level is the lowest in its own block. A variational calculation there gives an upper limit on the energy, hence a lower limit on the binding within this model.

## What goes wrong with spherical functions

The direct attempt expands the state in $f_l(r)Y_{lm}$ in the original coordinates. Along $z$ the mass is large and the state is short; a spherical function has no such shape, and many $l$ are needed to build it. The remedy is to stretch the axis before expanding. With a free parameter $\beta$, set

$$z'=z\sqrt{\beta/\gamma}.$$

Since $\partial_z=\sqrt{\beta/\gamma}\,\partial_{z'}$, we have $\gamma\partial_z^2=\beta\partial_{z'}^2$. The distance becomes $r^2=x^2+y^2+(\gamma/\beta)z'^2$. With $c=\cos\theta'$,

$$H=-\nabla'^2+(1-\beta)\partial_{z'}^2-\frac{2}{r'}v(c),\qquad v(c)=\frac1{\sqrt{1-(1-\gamma/\beta)c^2}}.$$

For $\beta=\gamma$ nothing is stretched and the anisotropy sits in the kinetic energy. For $\beta=1$ it sits in the potential. Values in between share it. Primes are dropped from here on.

To see what the stretch gains, we need the action of $\partial_z$ on $fY_{lm}$. The normalized Legendre recurrence is

$$cY_{lm}=a_{l+1}Y_{l+1,m}+a_lY_{l-1,m},\qquad a_l^2=\frac{l^2-m^2}{4l^2-1}.$$

Let $\Lambda$ be the angular Laplacian, $\Lambda Y_{lm}=-l(l+1)Y_{lm}$. The product rule gives

$$\Lambda(cY_{lm})=-2cY_{lm}-2\sin\theta\,\partial_\theta Y_{lm}-l(l+1)cY_{lm}.$$

Solve for $\sin\theta\,\partial_\theta Y_{lm}$ and insert the recurrence. The coefficient of $a_{l+1}Y_{l+1,m}$ is $\tfrac12[(l+1)(l+2)-2-l(l+1)]=l$. That of $a_lY_{l-1,m}$ is $\tfrac12[l(l-1)-2-l(l+1)]=-(l+1)$. Because $\partial_z=c\,\partial_r-(\sin\theta/r)\partial_\theta$,

$$\partial_z(fY_{lm})=a_{l+1}\Big(f'-\frac{lf}{r}\Big)Y_{l+1,m}+a_l\Big(f'+\frac{(l+1)f}{r}\Big)Y_{l-1,m}.$$

Now keep one $l$ only. For a bound function, $\int ff'r\,dr=-\tfrac12\int f^2dr$, so

$$\int\Big(f'-\frac{lf}r\Big)^2r^2dr=\int\big(f'^2r^2+(l+l^2)f^2\big)dr.$$

The other bracket gives $-(l+1)+(l+1)^2=l(l+1)$ as the factor of $f^2$, the same result. Both integrals therefore equal the full kinetic energy $\langle-\nabla^2\rangle$, and

$$\langle-\partial_z^2\rangle=C\langle-\nabla^2\rangle,\qquad C=a_{l+1}^2+a_l^2.$$

The one-$l$ problem is $-K\nabla^2-2V/r$, with $K=1-(1-\beta)C$ and $V=\langle v\rangle$ averaged over $|Y_{lm}|^2$. Setting $r=(K/V)s$ turns it into $(V^2/K)(-\nabla_s^2-2/s)$. The binding of the lowest level is therefore

$$w=\frac{V^2}{K(l+1)^2}\quad\text{in units of }R^*.$$

With $C=\tfrac13,\tfrac35,\tfrac15$ for 1s, 2p0 and 2p±, the unstretched choice has $V=1$ and $K=0.7355,\,0.524,\,0.841$. The bindings are 27.0, 9.5 and 5.9 meV.

For $\beta=1$, $K=1$. With $q=1-\gamma=0.7935$ the 1s average is

$$V=\int_0^1\frac{dc}{\sqrt{1-qc^2}}=\frac{\arcsin\sqrt q}{\sqrt q}=1.234,$$

so $w=1.522$ and the binding is 30.28 meV. The numerical one-$l$ values at $\beta=1$ are 30.28, 10.79 and 6.17 meV. Choosing the best $\beta$ for each state gives 31.19, 11.48 and 6.38 meV, at $\beta=0.63$, $0.57$ and $0.55$. One stretched angular function already does most of the work.

The limit of a very heavy longitudinal mass shows where this fails. As $\gamma\to0$ motion along $z$ costs no kinetic energy, and the 1s state collapses into the plane $z=0$. It becomes two-dimensional hydrogen, $-\nabla_\rho^2-2/\rho$. The function $e^{-2\rho}$ solves it with binding $4R^*$. In the same limit $V\to\pi/2$ at $\beta=1$, which gives only $\pi^2/4=2.47\,R^*$. Taking $\gamma\ll\beta\ll1$ brings $K\to\tfrac23$ and the binding to $3\pi^2/8=3.70\,R^*$. One angular function is then still 7% short, relative to the true limit, so more $l$ values are needed.

## Choosing radial functions

The second difficulty is radial. Bound hydrogen functions alone are not a complete set; their continuum would have to be included. A polynomial times one exponential avoids that:

$$S_{kl}(r)=\alpha^{3/2}N_{kl}(2\alpha r)^le^{-\alpha r}L_k^{(2l+2)}(2\alpha r),\qquad N_{kl}^2=\frac{8\,k!}{(k+2l+2)!}.$$

With $x=2\alpha r$, the overlap at fixed $l$ is $\tfrac18N_{kl}N_{k'l}\int_0^\infty x^{2l+2}e^{-x}L_kL_{k'}dx$. This is $\delta_{kk'}$ by the orthogonality of the Laguerre polynomials. Different $l$ are orthogonal through $Y_{lm}$, so the eigenvalue problem has no overlap matrix.

Each $l$ could be given its own exponent. Here one $\alpha$ serves a whole block, a simplification that may call for more radial functions. In return, the scaling with $\alpha$ is explicit: kinetic elements scale as $\alpha^2$, elements of $1/r$ as $\alpha$. Hence

$$\mathbf H(\alpha)=\alpha^2\mathbf T(\beta)-\alpha\mathbf U(\gamma/\beta),$$

and both matrices are computed once, at $\alpha=1$.

## The matrix elements

Integrating by parts, with vanishing surface terms, gives

$$T_{ij}=\int\nabla\phi_i^*\!\cdot\nabla\phi_j\,d^3r-(1-\beta)\int(\partial_z\phi_i)^*\partial_z\phi_j\,d^3r.$$

For radial functions $f$ and $g$ the first term requires equal $l$ and is $\int(f'g'r^2+l(l+1)fg)\,dr$. For equal $l$ the second integral is

$$a_{l+1}^2\!\int\!\Big(f'-\frac{lf}r\Big)\Big(g'-\frac{lg}r\Big)r^2dr+a_l^2\!\int\!\Big(f'+\frac{(l+1)f}r\Big)\Big(g'+\frac{(l+1)g}r\Big)r^2dr.$$

Between $f$ at $l$ and $g$ at $l+2$, the two derivatives meet in $Y_{l+1,m}$:

$$a_{l+1}a_{l+2}\int\Big(f'-\frac{lf}r\Big)\Big(g'+\frac{(l+3)g}r\Big)r^2dr.$$

There are no other kinetic couplings. The potential can couple all $l$ of one parity, but each element is a product:

$$U_{ij}=2\int fg\,r\,dr\int Y_{lm}^*\,v(c)\,Y_{l'm}\,d\Omega.$$

Every radial integrand is a polynomial times $e^{-x}$, which Gauss–Laguerre quadrature with enough nodes integrates without truncation error. The angular integral is done by Gauss–Legendre quadrature. For $\gamma<\beta$ the function $v$ is singular at $c=\pm1/\sqrt{1-\gamma/\beta}$, outside the integration range. These points approach the poles as $\gamma/\beta\to0$, and both the quadrature and the $l$ expansion then need more terms.

The algorithm is now short:

1. Fix parity and $m$, and list the allowed $l\ge|m|$.
2. Build $\mathbf T$ and $\mathbf U$ for the chosen $\beta$.
3. Minimize the lowest eigenvalue of $\alpha^2\mathbf T-\alpha\mathbf U$ over $\alpha$.
4. Add $l$ values and radial functions until the binding stops rising, then change $\beta$ and repeat.

Step 4 matters because $\beta$ is a coordinate choice: a converged energy cannot depend on it.

## The silicon levels

With 12 radial functions per $l$ and $\beta=1$, the bindings in meV grow as follows.

| $l$ values | 1s | 2p0 | 2p± |
|---|---|---|---|
| 1 | 30.28 | 10.79 | 6.17 |
| 2 | 31.19 | 11.44 | 6.37 |
| 4 | 31.23 | 11.50 | 6.39 |
| 8 | 31.23 | 11.50 | 6.39 |

Repeating the largest calculation with $\beta=0.6$ leaves all three at 31.23, 11.50 and 6.39 meV. In a further test the masses were made equal, $\gamma=1$, but the basis was stretched with $\beta=0.7$. The bindings came out within $0.001R^*$ of the hydrogen values $1,\tfrac14,\tfrac14$.

A finite-difference solution in cylindrical coordinates, with lengths in nm and no stretched basis, gives 31.29, 11.50 and 6.39 meV. The 1s difference is 0.2%. The basis result is stable against more $l$ values and a change of $\beta$, which points to the grid as the source, but the cause was not tested.

The 2p0 and 2p± bindings are thus 11.5 and 6.4 meV, under the stated condition $\varepsilon=11.4$. At fixed masses they scale as $1/\varepsilon^2$. With $\varepsilon=11.7$, a rough room-temperature value, they fall to 10.9 and 6.1 meV. The numbers belong to the model together with its dielectric constant.

## Why the chemistry drops out of the p levels

The model gives every donor the same 1s binding, 31.2 meV, yet the lines differ by several meV between donors. Close to the ion the potential is not $-2/r$, and each element has its own short-range part, the central cell.

To first order, a well of radius $b$ shifts a level by the integral of the well times $|\psi|^2$. An s function is finite at the donor, so for $b$ small against the orbit this grows as $b^3$. A p function vanishes linearly, $|\psi|^2\propto r^2$, and the integral grows as $b^5$. The ratio is of order $(b/\text{orbit size})^2$. These powers are small-$b$ limits: for the Gaussian well used below, with $b=0.5$ nm against a 1s extent of about 1.3 nm along $z$, the growth is closer to $b^{2.5}$ for 1s and $b^{4.5}$ for 2p0.

To go beyond first order, add the attraction $-U_0e^{-(r/b)^2}$ with $b=0.5$ nm, and tune $U_0$ until the 1s binding equals the 45.4 meV found below for phosphorus. This takes $U_0=491$ meV. The binding of 1s rises by 14.2 meV, that of 2p0 by 0.07 meV and that of 2p± by 0.004 meV. For this well, tuned to phosphorus, the p levels move by less than 0.1 meV. The result depends on the assumed radius: with $b=0.8$ nm and the same 1s binding, 2p0 moves by 0.2 meV. I use the same p bindings for arsenic and antimony, on the assumption that their central cells are of similar size.

Silicon has six equivalent valleys, and the central cell also couples them. The six 1s states split into a single ground state and five higher ones. The single-valley well above stands in for the whole effect on the ground state. I neglect valley coupling in the p states, because it needs the same short-range overlap with functions that vanish at the donor.

## From lines to ionization energies

Let $E_I$ be the true ground-state binding, $h\nu_0$ the line to 2p0 and $h\nu_\pm$ the line to 2p±. A line energy is the difference of two bindings, so

$$E_I=h\nu_0+w_0R^*=h\nu_\pm+w_\pm R^*,$$

with $w_0=0.578$ and $w_\pm=0.321$. For phosphorus,

$$34+11.5=45.5\ \text{meV},\qquad 39+6.4=45.4\ \text{meV}.$$

The means of the two estimates are 45.4 meV for phosphorus, 53.4 meV for arsenic and 42.4 meV for antimony. Rounding the lines leaves up to 0.5 meV of uncertainty in each. The agreement within each pair restates that the line separation, 5 meV, matches the calculated 5.1 meV. Since rounding allows that separation to be wrong by 1 meV, this is a mild check.

If $\varepsilon$ is in doubt, the two lines can fix the energy scale themselves. Subtracting the two expressions for $E_I$ gives

$$R^*=\frac{h\nu_\pm-h\nu_0}{w_0-w_\pm},$$

and hence

$$E_I=h\nu_\pm+\lambda(h\nu_\pm-h\nu_0),\qquad\lambda=\frac{w_\pm}{w_0-w_\pm}=1.25.$$

For phosphorus this is $39+1.25\times5=45.3$ meV. The price is error amplification. If each line may be off by $\delta$, the worst case is $(1+\lambda)\delta+\lambda\delta=3.5\,\delta$, or 1.8 meV for $\delta=0.5$ meV. The formula is free of $\varepsilon$ but not of the mass ratio: with $m_l=0.98$ instead of $0.92$, $\lambda$ falls to $1.19$ and the phosphorus value drops by 0.3 meV. This route is worthwhile when the lines and $\gamma$ are known much better than the dielectric constant.

Both routes were tested on artificial lines computed with the central cell present, where the true answer is 45.44 meV. The 2p0 line returns 45.38, the 2p± line 45.44 and the $\varepsilon$-free formula 45.52 meV. The first is low by the 0.07 meV that the central cell adds to 2p0. The last is high because the same shift widens the line separation and is multiplied by $\lambda$.

Next, all artificial energies were rescaled to $\varepsilon=11.7$ but read with the bindings for 11.4. The true value is then 43.14 meV. The 2p0 line gives 43.66 meV, while the $\varepsilon$-free formula gives 43.21 meV. When a fixed $\varepsilon$ must be used, the 2p± line is the safer one, since its smaller correction carries a smaller absolute error.

## Conditions in a real sample

The masses and $\varepsilon$ used here are typical of silicon, and the line energies are rough values for real donors. The extraction also assumes that absorption starts from the ground state of an isolated donor.

Temperature tests the first assumption. If the five upper 1s states are placed at the effective-mass value, they lie $45.4-31.2=14.2$ meV above the phosphorus ground state. Their population relative to it is $5e^{-14.2\,\text{meV}/kT}$, which is $3\times10^{-7}$ at 10 K but 0.6 at 77 K. In real phosphorus donors these states are bound somewhat more deeply, roughly 12 to 13 meV above the ground state, which raises the two numbers to about $5\times10^{-6}$ and 0.8. In the warmer sample more than half of the donors are thermally ionized at a doping of $10^{15}$ cm⁻³, which weakens all the lines. Lines from the upper 1s states can also appear, at lower energy. Adding a 2p binding to one of them would give the binding of an upper 1s state, for phosphorus more than 10 meV below $E_I$.

Doping tests the second. The 2p± orbit has a root-mean-square radius of 13 nm across the $z$ axis. At $10^{15}$ cm⁻³ the mean spacing $n^{-1/3}$ is 100 nm, and the donors are well separated. At $10^{17}$ cm⁻³ it is 22 nm, the orbits overlap, and the isolated-donor model fails.

If the sample also contains acceptors, some neighbours are charged. One at 100 nm produces a field of about $1.3\times10^{-4}$ MV/cm. Field times orbit radius is 0.17 meV, about 3% of the 2p± binding. This is a scale for the disturbance, not the line shift: a uniform field has no first-order effect on a level of definite parity unless a level of opposite parity lies close by. The field of a point charge is not uniform, however, and its gradient does act in first order. For 2p± and a neighbour at 100 nm this shift is of order 0.01 meV. For lines measured to 0.01 meV, the central-cell shift of 2p0, the value of $\varepsilon$, the masses (taking $m_t=0.1905$ and $m_l=0.9163$ already moves the 2p± binding by about 0.01 meV) and these fields would all have to be considered before quoting $E_I$ to the same precision.

## Calculated quantities

```
masses mt, ml (m_e): 0.19, 0.92; gamma = 0.2065; eps = 11.4
R* = 19.891 meV, a* = 3.175 nm
basis: 8 l values x 12 radial functions = 96 per block
Binding (meV) against number of l values, beta = 1:
  1 l: 1s 30.280, 2p0 10.794, 2p+- 6.172
  2 l: 1s 31.185, 2p0 11.444, 2p+- 6.374
  3 l: 1s 31.227, 2p0 11.493, 2p+- 6.389
  4 l: 1s 31.229, 2p0 11.496, 2p+- 6.390
  8 l: 1s 31.229, 2p0 11.497, 2p+- 6.390
One l value only, best beta:
  1s: beta = 0.628, binding 31.186 meV
  2p0: beta = 0.568, binding 11.475 meV
  2p+-: beta = 0.550, binding 6.383 meV
Final bindings:
  1s: w = 1.5700 R*, alpha = 3.53 /a*, 31.23 meV; beta=0.6: 31.23 meV; grid: 31.29 meV
  2p0: w = 0.5780 R*, alpha = 1.76 /a*, 11.50 meV; beta=0.6: 11.50 meV; grid: 11.50 meV
  2p+-: w = 0.3213 R*, alpha = 1.27 /a*, 6.39 meV; beta=0.6: 6.39 meV; grid: 6.39 meV
with eps = 11.7: 2p0 10.91 meV, 2p+- 6.07 meV
model line splitting: 5.11 meV; lambda = 1.251
Ionization energies (meV) from rough lines:
  P: lines 34, 39; from 2p0 45.5, from 2p+- 45.4, mean 45.4, eps-free 45.3
  As: lines 42, 47; from 2p0 53.5, from 2p+- 53.4, mean 53.4, eps-free 53.3
  Sb: lines 31, 36; from 2p0 42.5, from 2p+- 42.4, mean 42.4, eps-free 42.3
largest rounding error: mean 0.5 -> 0.5 meV, eps-free 1.8 meV
central cell: radius 0.5 nm, depth 491 meV
  added binding: 1s 14.21 meV, 2p0 0.0655 meV, 2p+- 0.0038 meV
synthetic test: true 45.44, from 2p0 45.38, from 2p+- 45.44, eps-free 45.52 meV
  lines made with eps 11.7, read with 11.4: true 43.14, from 2p0 43.66, eps-free 43.21 meV
P: estimated gap to upper 1s levels 14.2 meV
  10 K: kT = 0.86 meV, population of 5 upper levels relative to ground 3.4e-07
  77 K: kT = 6.64 meV, population of 5 upper levels relative to ground 5.9e-01
density 1e+15 cm^-3: spacing 100 nm, 2p+- rms radius across z 13.2 nm
  field of one charged neighbour 1.26e-04 MV/cm, field x radius 0.166 meV
```
